Choosing Stopping Sizes for Crystal Cluster Growth Probabilities

**The setting and the result**

Electronic-structure programs that run molecular dynamics, alone or coupled to a sampling code, can stop a run when a chosen coordinate reaches one of two limits. For a crystalline cluster in an amorphous solid the coordinate is the number n of crystalline atoms. A run stopped at the lower limit counts as dissolved, one stopped at the upper limit as grown. The fraction that grows, for runs started at size n, estimates the growth probability P(n). Two questions arise: where to put the limits, and whether P = 1/2 marks the critical size n*, where the work of formation is largest.

For the classical barrier and the rates defined below (attachment proportional to the surface area, n^(2/3)), with barrier height w* in units of the thermal energy,

P(n*) = 1/2 + (1/9) √(3/(πw*)) + smaller terms.

The derivation assumes a barrier that is high, w* ≫ 1, and spread over many atomic sizes. The leading 1/2 follows from these two conditions; the size and sign of the correction also depend on how the attachment rate varies with n. Breadth alone does not suffice. Suitable stopping sizes are

n_low ≈ n* [1 − 2/√(3w*)]³,  n_high ≈ n* [1 + 2/√(3w*)]³.

**Model and conventions**

The algebra is in atomic units, with θ = k_BT an energy. P depends on ratios of energies and of rates, so numbers can be given in eV, nm, K and s. The cluster is a compact sphere with constant interface energy γ per area. Each atom has volume Ω and gains Δμ on crystallizing. A sphere of n atoms has area s n^(2/3), where s = (36π)^(1/3) Ω^(2/3), so the work of formation is

W(n) = −nΔμ + γs n^(2/3).

Setting dW/dn = −Δμ + (2/3)γs n^(−1/3) to zero gives

n* = (2γs/3Δμ)³.

Therefore γs = (3/2)Δμ n*^(1/3). Insertion gives W* = −n*Δμ + (3/2)n*Δμ = n*Δμ/2. With y = (n/n*)^(1/3), the radius relative to the critical one, and w = W/θ,

w(n) = w*(3y² − 2y³),  w* = n*Δμ/(2θ).

The critical radius follows from 4πr*³/3 = n*Ω, which gives r* = 2γΩ/Δμ.

Atoms join or leave one at a time, and the next step depends on the present size alone. Let k₊(n) be the rate from n to n+1 and k₋(n) the rate from n to n−1. With site rate Γ, and the energy step shared equally between the two directions,

k₊(n) = 4Γn^(2/3) exp{−[w(n+1) − w(n)]/2},
k₋(n+1) = 4Γn^(2/3) exp{+[w(n+1) − w(n)]/2}.

Their ratio gives detailed balance: k₊(n)e^(−w(n)) = k₋(n+1)e^(−w(n+1)).

**The tridiagonal equation and its solution**

From size n the next event is growth with probability k₊/(k₊ + k₋), and loss otherwise. Averaging the later outcome over this first step gives

[k₊(n) + k₋(n)] P(n) = k₊(n)P(n+1) + k₋(n)P(n−1),

with P(a) = 0 at the dissolved size a and P(b) = 1 at the grown size b.

Define q(n) = 1 − P(n)/P(n+1), so that P(n−1) = [1 − q(n−1)]P(n). In the equation above, the term k₋P(n) then cancels:

[k₊(n) + k₋(n)q(n−1)] P(n) = k₊(n)P(n+1).

Dividing by the bracket gives P(n)/P(n+1), and subtracting this ratio from one gives

q(n) = k₋(n)q(n−1) / [k₊(n) + k₋(n)q(n−1)].

Since P(a) = 0, the recursion starts from q(a) = 1. The algorithm has two passes:

1. For n = a+1 up to b−1, compute and store k₊/[k₊ + k₋q(n−1)], then update q.
2. From P(b) = 1, go down in n, multiplying P(n+1) by the stored ratio.

The cost is proportional to b − a. Each operation adds, multiplies or divides positive numbers, so the two passes lose no digits by cancellation, even where P is tiny. Values below about 10⁻³⁰⁸, which occur near the dissolved end for w* = 1000, leave the normal range of double precision: they lose digits, and below about 10⁻³²⁴ they come out as zero.

A closed form follows from the differences D(n) = P(n+1) − P(n). The first-step equation rearranges to k₊(n)D(n) = k₋(n)D(n−1). Multiplying by e^(−w(n)) and using detailed balance on the right gives

k₊(n)e^(−w(n))D(n) = k₊(n−1)e^(−w(n−1))D(n−1).

This product is therefore the same on every link, and D(n) is proportional to the link resistance R(n) = e^(w(n))/k₊(n). Summing from a, and fixing the constant by P(b) = 1,

P(n) = Σ(j=a to n−1) R(j) / Σ(j=a to b−1) R(j).

Growth is decided on the links of large resistance, near the barrier top.

**Why the value is near one half**

Inserting k₊ gives

R(j) = exp{[w(j) + w(j+1)]/2} / (4Γj^(2/3)).

The exponent is the mean over the two ends of the link, so it belongs to the midpoint j + 1/2. Links below n* thus fill the range up to n*. If w changes little per atom near the top, the sums become integrals of n^(−2/3)e^w dn. From n = n*y³ we have dn = 3n*y² dy and n^(−2/3) = n*^(−2/3)y^(−2). The powers of y cancel:

n^(−2/3)e^w dn = 3n*^(1/3) exp[w*(3y² − 2y³)] dy.

Put y = 1 + u. Then 3y² = 3 + 6u + 3u² and 2y³ = 2 + 6u + 6u² + 2u³, so the exponent is w*(1 − 3u² − 2u³). The quadratic part is symmetric about the critical radius and would give one half. The cubic part favours u < 0, which puts more resistance below n* and raises P(n*).

For large w* the important u are of order 1/√w*, where w*u³ is small. Expand e^(−2w*u³) ≈ 1 − 2w*u³ and set A = 3w*, z = u√A. With the ends moved to infinity, which costs little if both lie far down the barrier, the integrals are

∫(−∞ to u) e^(−At²) dt = (1/2)√(π/A) (1 + erf z),
∫(−∞ to u) t³e^(−At²) dt = −(1 + z²)e^(−z²)/(2A²).

Differentiating the second right-hand side returns u³e^(−Au²). Over the full range the cubic integral vanishes, so the normalization is √(π/A). The correction to P is

2w* · (1 + z²)e^(−z²)/(2A²) · √(A/π) = (1/9)√(3/(πw*)) (1 + z²)e^(−z²),

since w*/A² = 1/(9w*). Hence

P ≈ (1/2)(1 + erf z) + (1/9)√(3/(πw*)) (1 + z²)e^(−z²).

At z = 0 this is the opening result.

The slope at n* also matters. The correction is flat there, and dz/dn = √(3w*)/(3n*), so

dP/dn = (1/√π) √(3w*)/(3n*) = √(w*/(3π))/n* ≡ Z.

Z is the Zeldovich factor. Dividing the excess over one half by Z gives the distance from the half-probability size up to n*:

n* − n_half ≈ n*/(3w*) = 2θ/(3Δμ).

At leading order this offset does not depend on the interface energy. It does depend on the assumed n^(2/3) attachment rate, as shown below.

**When one half fails**

Near the top 3w*u² ≈ κ(n − n*)²/2, with κ = 2w*/(3n*²). The width is κ^(−1/2) = n*√(3/(2w*)). The derivation takes it to be much larger than one atom, so that sums may become integrals, and much smaller than n*, so that the asymmetry is weak. The second condition means a high barrier.

At fixed n* = 2000 atoms, the elimination gives P(n*) = 0.5034 for w* = 1000, 0.5109 for 100, 0.5202 for 30 and 0.5363 for 10. The law gives 0.5034, 0.5109, 0.5198 and 0.5343. At w* = 1 the barrier is broader still, yet P(n*) = 0.585. Quadrature over the radius gives 0.583, while the leading law, outside its range, gives 0.609.

The opposite failure is a barrier only a few atoms wide. P then changes by a large amount per atom, and there may be no whole-number size with P close to one half. If n* is itself a whole number, the law can still hold: for n* = 10 and w* = 30, a width of 2.2 atoms, P(n*) is 0.5207 and the law gives 0.5198.

The rate convention also enters. If attachment carries no energy factor and detachment carries all of it, then R(j) = e^(w(j))/(4Γj^(2/3)) is centred on j. Links below n* now fill the range up to n* − 1/2, and P(n*) falls by about Z/2. For w* = 30 and n* = 2000 the computed fall is 1.03 times this prediction.

The size dependence of the rate enters at the same order as the asymmetry of the barrier. If k₊ ∝ n^α, the powers of y leave a factor y^(2−3α) ≈ 1 + (2 − 3α)u in the integrand. Since ∫(−∞ to 0) u e^(−Au²) du = −1/(2A), this adds −[(2 − 3α)/6]√(3/(πw*)), and the excess over one half becomes (α/2 − 2/9)√(3/(πw*)). For α = 2/3 this is the opening law. For α = 1/3, as in diffusion-limited attachment, it is negative: at w* = 30 and n* = 2000, P(n*) = 0.490 and n_half lies above n*.

**Worked example: an amorphized silicon layer**

Implantation has left 100 nm of amorphous silicon on a crystal, annealed at 873 K, where θ = 0.0752 eV. The inputs are rough typical values: Δμ = 0.10 eV per atom, γ = 1.5 eV/nm², Ω = 0.020 nm³. With s = 0.3563 nm²,

n* = [2 × 1.5 × 0.3563/(3 × 0.10)]³ ≈ 45.2 atoms,
W* = 45.24 × 0.10/2 = 2.26 eV,  w* = 30.1,
r* = 2 × 1.5 × 0.020/0.10 = 0.600 nm = 6.00 Å.

The width is 10.1 atoms, larger than one and smaller than n*. With a = 1 and b = 181 the elimination gives P(30) = 0.056, P(45) = 0.511, P(46) = 0.550 and P(60) = 0.922. Interpolation gives P(n*) = 0.5206; the law gives 0.5198. The largest error of the profile over all sizes is 0.0025 with the asymmetry term and 0.021 without it. As a test of the elimination, repeated squaring of the one-step jump matrix, up to 2¹⁷ steps, reproduced P within 3.3 × 10⁻¹⁵.

With barrier-free attachment P(n*) becomes 0.5004. This closeness to one half is an accident of the inputs: the half-atom shift cancels an offset 2θ/(3Δμ) that here is also 0.50 atom.

**Guidance for the setting**

*Stopping sizes.* Suppose runs stop at A and B, inside the full range. The function

P_AB(n) = [P(n) − P(A)]/[P(B) − P(A)]

obeys the same linear equation and has the right end values, so it is the probability measured. Stopping at 30 and 60 gives (0.5206 − 0.0564)/(0.9217 − 0.0564) = 0.5365 at n*, a shift of 0.016. Stopping at 20 and 80, where P = 0.0021 and 0.9988, gives 0.5203, a shift of −0.0004. These wider limits lie near z = ±2, hence the opening rule, which here gives about 22 and 80 atoms. For high barriers the rule's limits lower the excess of P(n*) over one half by about a tenth. It presumes a smooth, high barrier and a first estimate of n* and w*.

*Number of runs.* M independent runs give P with standard error √[P(1 − P)/M], or about 1/(2√M) near one half. Division by the slope turns this into an error in size, 1/(2Z√M). Here Z = 0.0395, so 100 runs locate the half-probability size to about 1.3 atoms. The 0.5-atom offset from n* equals the standard error at about 600 runs; with far fewer it can be ignored.

*Coordinate and time.* The rule presumes that size alone decides the future. If runs from equal sizes have widely different growth probabilities, shape or local order must be added to the coordinate. The time scale must also be reachable. A large cluster grows at the speed of a flat front, v = 8ΓΩ sinh(Δμ/2θ)/s, the net attachment rate times Ω divided by the area. With v = 1 nm/s, Γ = 3.12 s⁻¹, and a critical cluster gains about 160 atoms per second while losing nearly as many. Direct electronic-structure dynamics cannot cover such times. Here one would compute energies and rates first and solve the tridiagonal equation.

**From growth probability to regrowth**

Let small clusters have the equilibrium density c(1) = e^(−w(1))/Ω. Each attachment to size 1 starts an attempt that succeeds with probability P(2), so the nucleation rate is

J = k₊(1)c(1)P(2) = 1/[Ω ΣR(j)],

because P(2) = R(1)/ΣR and k₊(1)c(1) = 1/[ΩR(1)]. Near the top R ≈ e^(w*)e^(−κ(n−n*)²/2)/(4Γn*^(2/3)). The Gaussian sum is √(2π/κ) = 1/Z, so

J ≈ 4Γn*^(2/3) Z e^(−w*)/Ω.

The elimination gives J = 2.70 × 10¹⁰ cm⁻³ s⁻¹, and this estimate is 1% higher. Starting without clusters, the number reaching 181 atoms approaches J(t − t_lag). Stepping the populations in time gives t_lag = 3.1 s, short beside the 100 s the front needs to cross the layer.

A grain born at t′ and growing at speed v has volume (4π/3)v³(t − t′)³. Integrating over births gives the extended fraction, which counts an overlap once for each grain in it:

X = (π/3) J v³ t⁴ = 2.8 × 10⁻³ at t = 100 s.

The integral treats the amorphous solid as unbounded. At 100 s the oldest grains would have a radius equal to the layer thickness, so the surface and the front cut them off. Grains also appear only after the time lag and at first grow more slowly than v. Together these effects make X overestimate the fraction about tenfold. Against grains born inside the layer, epitaxy wins in this model.

**Comparison with real layers**

Layers of this thickness can regrow epitaxially near this temperature, with front speeds of roughly the size assumed, which agrees with the small X. The agreement is weak evidence for the inputs. With the same J and v, a 100 nm film of amorphous silicon without a crystal beneath it would reach an extended fraction of 1 in about 12 minutes, with grains cut off at both surfaces, whereas real films near 600 °C typically take hours. Part of this gap may lie in v: 1 nm/s is typical of the fast (100) front, while other orientations, and hence random grains, grow more slowly. The film time scales as (Jv²)^(−1/3), that is as 1/Γ, so a site rate 25 times lower would give about 5 hours. The values of J and t_lag therefore illustrate the method and are not predictions for silicon. With Γ and all else fixed, lowering γ by 10% multiplies J by 3300 and gives X = 9, and random grains would take about 40% of the layer once the front, the surface and the slow early growth are included; raising it by 10% gives X = 1.4 × 10⁻⁷. P(n*) moves merely to 0.525 and 0.518. The sharp interface is doubtful too: one bond length, 0.235 nm, is 0.39 of r*.

Misfit strain is a small effect. A pressure p compresses the sphere by a linear strain p/(3K) and opens the surrounding cavity by p/(4G), with K and G the bulk and shear moduli. Together they make up the misfit ε, and the stored energy per volume is 3pε/2, the same for a compressed and a stretched sphere. For G = 50 GPa, Poisson ratio 0.25 and ε = 0.006, all rough, this is 7.5 × 10⁻⁴ eV per atom and multiplies J by 0.63.

Real cluster energies are not smooth in n. Independent random shifts of 0.1 eV at each size, an assumed roughness, spread P at the smooth n* by about 0.11 about a mean near 0.52 (the 400 draws in the output give 0.117 and 0.508, with a sampling error of about 0.006 in the mean). Divided by Z, this is about 3 atoms, more than the offset derived above.

The outer surface may matter most. A cap with contact angle ψ has its barrier multiplied by f = (2 + cos ψ)(1 − cos ψ)²/4, the ratio of its volume to that of the full sphere. With equal rate prefactors and one atomic layer of surface sites, the initial ratio of surface to bulk nucleation, before the front has consumed any of the layer, is (Ω^(1/3)/L) exp[(1 − f)w*], with L the layer thickness. It is 0.30 at 120° and 9200 at 90°, where grains born at the surface would cover it before the front arrives. A growth probability near one half therefore says little about which process crystallizes the layer. The remaining values are in the numerical output.

Computed values

```
Temperature 873 K, kT = 0.07523 eV
Driving energy 0.10 eV per atom
Interface energy 1.50 eV/nm^2
Atomic volume 0.020 nm^3, shape factor s = 0.3563 nm^2
Front speed 1.0 nm/s, layer 100 nm
Front crossing time 100 s
Site rate from front speed 3.116 1/s
Critical size n* = 45.24 atoms
Critical radius 0.600 nm = 6.00 angstrom
Barrier W* = 2.262 eV, w* = 30.07 (in kT)
Curvature kappa = 0.00979, width 10.10 atoms
Zeldovich factor Z = 0.0395
End sizes: dissolved 1, grown 181 atoms
  P(2) = 5.7925e-11
  P(20) = 0.0020564
  P(30) = 0.056431
  P(40) = 0.31603
  P(45) = 0.51129
  P(46) = 0.55041
  P(50) = 0.69536
  P(60) = 0.92167
  P(80) = 0.99883
P(n*) interpolated = 0.52064
P(n*) asymptotic law = 0.51980
P(n*) with end sizes 10 and 135: 0.52063
P(n*) with barrier-free attachment = 0.50038
Largest error, jump matrix: 3.3e-15
Largest relative error, closed sum: 1.3e-15
Profile error: erf only 0.0214
Profile error: corrected 0.0025
Broad barriers with n* = 2000 atoms:
  w* = 1: P(n*) = 0.58526, law 0.60858
  w* = 10: P(n*) = 0.53628, law 0.53434
  w* = 30: P(n*) = 0.52016, law 0.51982
  w* = 100: P(n*) = 0.51092, law 0.51086
  w* = 1000: P(n*) = 0.50344, law 0.50343
Low barrier w* = 1, radius quadrature: 0.58301
Half-atom shift, found / predicted: 1.031
Nucleation rate J = 2.702e+10 cm^-3 s^-1
Zeldovich estimate 2.733e+10 cm^-3 s^-1
Time lag to size 181: 3.092 s
Time lag by time stepping: 3.092 s
Extended grain fraction at the end: 2.830e-03
Neglected effects:
  gamma -10%: n* = 33.0, W* = 1.649 eV
    P(n*) = 0.5247, J ratio 3.27e+03, fraction 9.24e+00
  gamma +10%: n* = 60.2, W* = 3.011 eV
    P(n*) = 0.5177, J ratio 5.01e-05, fraction 1.42e-07
  misfit strain: n* = 46.3, W* = 2.296 eV
    P(n*) = 0.5205, J ratio 0.634, fraction 1.79e-03
  Strain inputs: 50 GPa, 0.25, 0.006
  Strain energy 7.49e-04 eV per atom
  Roughness 0.1 eV: P(n*) mean 0.508, spread 0.117
  Bond length 0.235 nm, over r*: 0.39
  Surface/bulk nuclei, 120 deg: 0.298
  Surface/bulk nuclei, 90 deg: 9.18e+03
```
